# Optical Intersite Spin Transfer in a Two-Site Model, part 1

(Sections cited here and not found follow in the second part.)

## 1. Spin balance and the mobile minority electron

A near-infrared pulse lasting some tens of femtoseconds falls on a magnetic metal made of two kinds of atom. The light moves electrons from one kind to the other, and each electron carries its spin with it. The moment on one atom can then fall while that on its neighbour rises, although nothing has flipped a spin. The questions are which excitations do this, how large the change is, and when conservation of total spin ceases to protect the sum.

### The model and its signs

Take one orbital on site A at \(x=+a/2\) and one on site B at \(x=-a/2\). The operator \(c^\dagger_{i\sigma}\) creates an electron of spin \(\sigma=\uparrow,\downarrow\) on site \(i\). Write \(n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}\) and \(n_i=n_{i\uparrow}+n_{i\downarrow}\). The Hamiltonian is

\[
\begin{aligned}
H(t)={}&\varepsilon_A n_A+\sum_i U_i n_{i\uparrow}n_{i\downarrow}+V n_A n_B\\
&-t_h\sum_\sigma\left(c^\dagger_{A\sigma}c_{B\sigma}+c^\dagger_{B\sigma}c_{A\sigma}\right)
+\frac{eaE(t)}{2}(n_A-n_B).
\end{aligned}
\]

The site energy of B is the zero of energy, \(t_h>0\) is the hopping energy, \(U_i\) is the repulsion on a site and \(V\) that between sites. Time is \(t\). The last term follows from the electron charge \(-e\), with \(e>0\): a field \(E\) along \(x\) has the potential \(-Ex\), so an electron at \(x\) has energy \(+eEx\). The field is uniform over the pair, and the orbitals have no dipole moment of their own.

The local spin, in units of \(\hbar\), is

\[
\mathbf S_i=\frac12\sum_{\sigma\sigma'}c^\dagger_{i\sigma}\boldsymbol\sigma_{\sigma\sigma'}c_{i\sigma'}
\equiv\frac12 c_i^\dagger\boldsymbol\sigma c_i .
\]

The local moment is quoted as \(m_i=\langle n_{i\uparrow}-n_{i\downarrow}\rangle=2\langle S_i^z\rangle\), in Bohr magnetons for \(g=2\). Positive \(m_i\) means an excess of up spins; the magnetic moment itself points opposite to the spin because the electron is negative. Up is the majority direction.

### Why the total spin is conserved

Most commutators needed here are between one-body operators. Let \(X=\sum_{ab}x_{ab}c_a^\dagger c_b\), and \(Y\) likewise with matrix \(y\). The anticommutation rules give

\[
c_a^\dagger c_b c_c^\dagger c_d
=\delta_{bc}c_a^\dagger c_d-c_a^\dagger c_c^\dagger c_b c_d .
\]

In the reverse product the four-operator term is \(c_c^\dagger c_a^\dagger c_d c_b\). It equals \(c_a^\dagger c_c^\dagger c_b c_d\), since two exchanges give two minus signs. These terms cancel in the commutator, leaving

\[
[X,Y]=\sum_{ab}[x,y]_{ab}\,c_a^\dagger c_b .
\]

The matrix of the total spin \(\mathbf S=\mathbf S_A+\mathbf S_B\) is the unit matrix on the sites times \(\boldsymbol\sigma/2\). The site energy, hopping and electric-field terms have some matrix on the sites times the unit matrix in spin. The two kinds commute.

For the interactions, \(n_{i\sigma}^2=n_{i\sigma}\) gives

\[
n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow},\qquad
n_{i\uparrow}n_{i\downarrow}=\frac{n_i^2-n_i}{2}.
\]

Each \(n_i\) has the unit matrix in spin, so it commutes with \(\mathbf S_A\) and \(\mathbf S_B\) separately. The repulsions therefore commute with them too. Hence

\[
[\mathbf S,H(t)]=0
\]

at every time and for any \(E(t)\). All three components of \(\langle\mathbf S\rangle\) are constant in this model.

### The current that changes a local spin

The local spin \(\mathbf S_A\) has the matrix \(|A\rangle\langle A|\) times \(\boldsymbol\sigma/2\). It commutes with every term except hopping, for which

\[
\begin{aligned}
\left[|A\rangle\langle B|,|A\rangle\langle A|\right]&=-|A\rangle\langle B|,\\
\left[|B\rangle\langle A|,|A\rangle\langle A|\right]&=+|B\rangle\langle A|.
\end{aligned}
\]

Multiplication by \(-t_h\) and use of \(d\mathbf S_A/dt=(i/\hbar)[H,\mathbf S_A]\) give

\[
\frac{d\mathbf S_A}{dt}
=\frac{it_h}{2\hbar}\left(c_A^\dagger\boldsymbol\sigma c_B-c_B^\dagger\boldsymbol\sigma c_A\right)
=-\frac{d\mathbf S_B}{dt}.
\]

The right side is the spin current through the bond. Neither repulsion nor electric field exerts a torque on a local spin. The light acts indirectly, by driving the electron motion that carries the current.

For the \(z\) component this is a count of electrons. If \(q_\sigma\) electrons of spin \(\sigma\) are transferred from B to A, then

\[
\Delta m_A=q_\uparrow-q_\downarrow=-\Delta m_B,\qquad
\Delta n_A=q_\uparrow+q_\downarrow .
\]

Optical excitation by itself is thus not sufficient to change a moment. The transfer must differ between the two spins. Equal transfers move charge alone, and opposite transfers move spin alone.

### Two consequences of rotation symmetry

Suppose the initial state is a singlet, with total spin zero. Since \(H(t)\) commutes with \(\mathbf S\), the state remains a singlet. A rotation by \(\pi\) about \(x\) leaves a singlet unchanged but reverses \(S_A^z\). Therefore \(\langle S_A^z\rangle=-\langle S_A^z\rangle=0\), and the other components vanish likewise. Light may redistribute the charge of a singlet, but it cannot give either site a local moment expectation value in this model.

Suppose instead that the total spin is \(1/2\) and points along \(z\). A rotation about \(z\) changes the state by a phase alone, while it turns the \(x\) and \(y\) components of \(\mathbf S_A\) into each other. Their expectation values must vanish, so \(\langle\mathbf S_A\rangle\) lies along \(z\). If the total spin points along another direction \(\mathbf u\), the whole evolution is the rotated copy of this one, because \(H(t)\) commutes with the rotation. The local spin vectors then stay on the axis \(\mathbf u\), and the light changes their lengths. Two orbitals with total spin \(1/2\) hold one or three electrons, so each local moment along \(\mathbf u\) lies between 0 and 1 and cannot reverse.

### What a fixed exchange field changes

Calculations often replace part of the interaction by a collinear exchange field, \(H_x=-b_AS_A^z-b_BS_B^z\). This commutes with \(S^z\). For \(S^x\), the relation \([S_i^z,S_i^x]=iS_i^y\) gives

\[
\left.\frac{dS^x}{dt}\right|_{x}
=\frac{i}{\hbar}[H_x,S^x]
=\frac{b_AS_A^y+b_BS_B^y}{\hbar}.
\]

Thus \(S^z\) is conserved but the vector \(\mathbf S\) in general is not. The missing angular momentum belongs to whatever produces the field. For a strictly collinear state the expectation value of this torque is zero, and the electron count above remains valid.

### Reduction of the three-electron problem

The smallest case with a permanent moment and a mobile electron has \(N_\uparrow=2\) and \(N_\downarrow=1\). Both majority orbitals are filled. Define

\[
|F\rangle=c_{A\uparrow}^\dagger c_{B\uparrow}^\dagger|0\rangle,\quad
|a\rangle=c_{A\downarrow}^\dagger|F\rangle,\quad
|b\rangle=c_{B\downarrow}^\dagger|F\rangle .
\]

These two states, with the minority electron on A or on B, span the whole sector. A majority electron cannot hop, because its destination is occupied. The minority electron can:

\[
c_{A\downarrow}^\dagger c_{B\downarrow}|b\rangle
=c_{A\downarrow}^\dagger c_{B\downarrow}c_{B\downarrow}^\dagger|F\rangle
=c_{A\downarrow}^\dagger|F\rangle=|a\rangle ,
\]

so the matrix element of \(H\) between the two states is \(-t_h\). In \(|a\rangle\) the occupations are \(n_A=2,\ n_B=1\), and in \(|b\rangle\) they are \(n_A=1,\ n_B=2\). The diagonal energies are

\[
\begin{aligned}
H_{aa}&=2\varepsilon_A+U_A+2V+\frac{eaE}{2},\\
H_{bb}&=\varepsilon_A+U_B+2V-\frac{eaE}{2}.
\end{aligned}
\]

The intersite repulsion is the same in both states and drops out. Let \(\tau_z=|a\rangle\langle a|-|b\rangle\langle b|\) and \(\tau_x=|a\rangle\langle b|+|b\rangle\langle a|\). Apart from a constant energy,

\[
H=\frac{\Delta}{2}\tau_z-t_h\tau_x+\frac{eaE(t)}{2}\tau_z,\qquad
\Delta=\varepsilon_A+U_A-U_B .
\]

No mean-field approximation has been made. The filled majority shell turns each repulsion \(U_i\) into a shift of the minority level on that site. We take \(\Delta>0\), so the minority electron starts mainly on B and A carries most of the moment.

Since \(n_{A\downarrow}=(1+\tau_z)/2\) and \(n_{B\downarrow}=(1-\tau_z)/2\), while \(n_{A\uparrow}=n_{B\uparrow}=1\),

\[
m_A=\frac{1-\langle\tau_z\rangle}{2},\qquad
m_B=\frac{1+\langle\tau_z\rangle}{2},\qquad m_A+m_B=1 .
\]

### The state before the pulse

Without a field the Hamiltonian is \(H_0=(\Delta\tau_z-2t_h\tau_x)/2\). The matrices anticommute and each squares to one. Therefore

\[
H_0^2=\frac{\Delta^2+4t_h^2}{4}=\frac{W^2}{4},\qquad
W=\sqrt{\Delta^2+4t_h^2}.
\]

The energies are \(\pm W/2\), and \(W\) is the excitation energy. Put

\[
\cos\theta=\frac{\Delta}{W},\quad
\sin\theta=\frac{2t_h}{W},\quad
\eta_z=\cos\theta\,\tau_z-\sin\theta\,\tau_x,\quad
\eta_x=\sin\theta\,\tau_z+\cos\theta\,\tau_x .
\]

Then \(H_0=W\eta_z/2\). Multiplying \(\eta_z\) by \(\cos\theta\), \(\eta_x\) by \(\sin\theta\), and adding gives

\[
\tau_z=\cos\theta\,\eta_z+\sin\theta\,\eta_x .
\]

In the ground state \(\langle\eta_z\rangle=-1\) and \(\langle\eta_x\rangle=0\), so \(\langle\tau_z\rangle=-\cos\theta\) and

\[
m_A^{(0)}=\frac{1+\cos\theta}{2},\qquad
m_B^{(0)}=\frac{1-\cos\theta}{2}.
\]

For \(t_h\ll\Delta\) the moment is almost wholly on A. For \(\Delta=0\) each site has half of it, and equal populations on the two sites survive in the excited state as well. There is then no lasting change to be gained by excitation.

### Use with a vector potential

Many codes put the light into the hopping instead of the site energies. Define

\[
\chi(t)=\frac{ea}{\hbar}\int_0^tE(t')\,dt',\qquad
G=\exp\left[\frac{i\chi}{2}(n_A-n_B)\right],\qquad |\psi'\rangle=G|\psi\rangle .
\]

The new Hamiltonian is \(GHG^\dagger+i\hbar\dot GG^\dagger\). Its second term is \(-\hbar\dot\chi(n_A-n_B)/2=-eaE(n_A-n_B)/2\), which cancels the electric-field term. The operator \(c_{A\sigma}^\dagger c_{B\sigma}\) raises \(n_A-n_B\) by two, so it acquires the phase \(e^{i\chi}\). The hopping becomes

\[
-t_h\sum_\sigma\left(e^{i\chi}c_{A\sigma}^\dagger c_{B\sigma}
+e^{-i\chi}c_{B\sigma}^\dagger c_{A\sigma}\right).
\]

\(G\) commutes with \(\mathbf S_A\) and \(\mathbf S_B\), so both forms give the same local spins at every instant. The bond current operator must carry the same phases as the hopping.

## 2. Pulse response, worked example and limits

The symbols carried over are these. Two sites a distance \(a\) apart have hopping energy \(t_h\) and minority offset \(\Delta=\varepsilon_A+U_A-U_B\). The excitation energy is \(W=\sqrt{\Delta^2+4t_h^2}\), with \(\cos\theta=\Delta/W\) and \(\sin\theta=2t_h/W\). For two majority electrons and one minority electron, \(m_A=(1-\langle\tau_z\rangle)/2\) and \(m_A+m_B=1\), where \(\tau_z=+1\) when the minority electron is on A. In the eigenbasis \(\tau_z=\cos\theta\,\eta_z+\sin\theta\,\eta_x\), and \(\eta_z=-1\) in the ground state. A transfer of \(q_\sigma\) electrons from B to A changes \(m_A\) by \(q_\uparrow-q_\downarrow\).

### Resonant excitation

Let the field be \(E(t)=E_0f(t)\cos[\omega(t-t_0)]\), with a smooth envelope \(0\le f\le1\) and \(\hbar\omega=W\). The Hamiltonian is

\[
H=\frac W2\eta_z+\frac{eaE(t)}2\left(\cos\theta\,\eta_z+\sin\theta\,\eta_x\right).
\]

Write \(\eta_x=\eta_++\eta_-\), where \(\eta_+\) raises the electron from the ground to the excited state. With \(s=t-t_0\), the transformation \(\exp(i\omega s\eta_z/2)\) removes \(W\eta_z/2\) and gives \(\eta_\pm\) the phases \(e^{\pm i\omega s}\). The transverse term then contains

\[
\cos(\omega s)\left(\eta_+e^{i\omega s}+\eta_-e^{-i\omega s}\right)
=\frac{\eta_x}{2}+\frac{\eta_+e^{2i\omega s}+\eta_-e^{-2i\omega s}}{2}.
\]

The rotating-wave approximation keeps the first part. It drops the part at \(2\omega\) and the term in \(\eta_z\), which oscillates at \(\omega\). This requires an envelope that varies little in one optical cycle and \(eaE_0\ll W\). What remains is

\[
H_{\rm rw}=\frac{\hbar\Omega f(t)}2\eta_x,\qquad
\hbar\Omega=\frac{eaE_0\sin\theta}{2}=\frac{eaE_0t_h}{W}.
\]

Since \(H_{\rm rw}\) commutes with itself at different times, the evolution operator is

\[
e^{-i\Theta\eta_x/2}=\cos\frac\Theta2-i\eta_x\sin\frac\Theta2,\qquad
\Theta=\Omega\int f(t)\,dt .
\]

Acting on the ground state, it gives the excited population

\[
P=\sin^2\frac\Theta2 .
\]

Total spin is conserved in this model, so light changes a local moment only by moving unequal numbers of up and down electrons between the sites; for one mobile minority electron, a resonant pulse excites the population \(P=\sin^2(\Theta/2)\). It remains to turn this population into a lasting change of the local moments, to work an example, and to find where the formula and spin conservation fail.
